# Upper and Lower Bounds on a Two-Conductor Capacitance

## 1. An estimate without a direction

Take a copper line 20 nm wide and 40 nm thick, with grounded lines beside it and grounded planes above and below. Adding the parallel-plate capacitances of its four faces gives 115 aF/µm for the geometry treated below. That sum leaves out the field at the corners. If a guessed corner field is added, the number changes, but nothing yet says whether the new value is too high or too low, or by how much. A delay computed from it is then also wrong by an unknown amount.

Two kinds of trial field cure this. A trial potential gives a value that cannot lie below the capacitance. A trial displacement field gives one that cannot lie above it. Together they enclose the answer without the exact field being known.

## 2. Setting and admissible fields

Conductors 1 and 2 carry charges $Q$ and $-Q$, with $Q>0$. Their potentials are $V>0$ and $0$, and $C=Q/V$. The region $\Omega$ between them holds a linear, lossless dielectric with permittivity $\varepsilon(\mathbf r)>0$, which may jump at interfaces. It contains no free charge. SI units are used.

The exact fields satisfy

$$\mathbf D=-\varepsilon\nabla\phi,\qquad \nabla\cdot\mathbf D=0 .$$

Any remaining boundary of $\Omega$ is a symmetry plane, on which $\mathbf n\cdot\mathbf D=0$. If $\Omega$ extends to infinity, the surface term there must vanish. In three dimensions it is enough that the potential stays bounded and $|\mathbf D|$ falls faster than $1/R^2$.

Each trial field keeps one half of the exact conditions.

- **Trial potential $\phi_t$:** it is continuous, has finite energy, and equals $V$ on conductor 1 and $0$ on conductor 2. The field $-\varepsilon\nabla\phi_t$ need not be divergence-free.
- **Trial displacement $\mathbf D_t$:** it has finite energy and zero divergence, and its normal component is continuous across interfaces and zero on symmetry planes. Its flux out of conductor 1 is $Q$. The field $\mathbf D_t/\varepsilon$ need not be a gradient.

"Carrying the correct charge" therefore means more than the right total on conductor 1: the flux must also be conserved on its way to conductor 2.

Define

$$U[\phi_t]=\int_\Omega\varepsilon|\nabla\phi_t|^2\,d^3r,\qquad W[\mathbf D_t]=\int_\Omega\frac{|\mathbf D_t|^2}{\varepsilon}\,d^3r .$$

Each is twice a field energy. The claim is

$$\boxed{\frac{Q^2}{W[\mathbf D_t]}\le C\le\frac{U[\phi_t]}{V^2}}$$

## 3. The pairing identity

Take any admissible $\phi_t$ and any admissible $\mathbf D_t$, unrelated to each other. The product rule gives

$$\nabla\cdot(\phi_t\mathbf D_t)=\mathbf D_t\cdot\nabla\phi_t+\phi_t\nabla\cdot\mathbf D_t=\mathbf D_t\cdot\nabla\phi_t .$$

Integrate over each uniform piece of dielectric and add. The surface terms on interfaces cancel, because $\phi_t$ and the normal component of $\mathbf D_t$ are continuous there. Symmetry planes contribute nothing, and neither does conductor 2, where $\phi_t=0$.

On conductor 1 the outward normal of $\Omega$ points into the metal. The flux along it is $-Q$, so the surface term is $V(-Q)$. Hence

$$\int_\Omega\mathbf D_t\cdot(-\nabla\phi_t)\,d^3r=QV. \tag{1}$$

The exact fields are themselves admissible. Inserting both into (1), and using $\mathbf D=-\varepsilon\nabla\phi$, gives

$$U[\phi]=QV=CV^2,\qquad W[\mathbf D]=QV=\frac{Q^2}{C}. \tag{2}$$

## 4. The two bounds

For real vector fields $\mathbf A$ and $\mathbf B\neq0$ and any real $\lambda$,

$$0\le\int|\mathbf A-\lambda\mathbf B|^2=\int|\mathbf A|^2-2\lambda\int\mathbf A\cdot\mathbf B+\lambda^2\int|\mathbf B|^2 .$$

Choosing $\lambda=\int\mathbf A\cdot\mathbf B/\int|\mathbf B|^2$ gives the Cauchy–Schwarz inequality,

$$\left(\int\mathbf A\cdot\mathbf B\right)^2\le\int|\mathbf A|^2\int|\mathbf B|^2 .$$

Set $\mathbf A=\mathbf D_t/\sqrt\varepsilon$ and $\mathbf B=-\sqrt\varepsilon\,\nabla\phi_t$. This is where $\varepsilon>0$ is needed. The left side is given by (1), so

$$(QV)^2\le W[\mathbf D_t]\,U[\phi_t]. \tag{3}$$

**Upper bound.** Use the exact displacement with a trial potential. By (2), $W=Q^2/C$, and (3) becomes

$$Q^2V^2\le\frac{Q^2}{C}U[\phi_t]\quad\Rightarrow\quad C\le\frac{U[\phi_t]}{V^2}.$$

**Lower bound.** Use a trial displacement with the exact potential. Now $U=CV^2$, and

$$Q^2V^2\le W[\mathbf D_t]\,CV^2\quad\Rightarrow\quad C\ge\frac{Q^2}{W[\mathbf D_t]}.$$

This proves both statements.

## 5. How far a bound is from the truth

Write $\phi_t=\phi+\delta$. Both potentials have the same values on the conductors, so $\delta=0$ there. Expanding,

$$U[\phi_t]=CV^2+2\int\varepsilon\nabla\phi\cdot\nabla\delta+\int\varepsilon|\nabla\delta|^2 .$$

The middle term is $-2\int\mathbf D\cdot\nabla\delta$. It vanishes by the argument behind (1), since $\delta$ is zero on both conductors. Therefore

$$U[\phi_t]-CV^2=\int\varepsilon|\nabla(\phi_t-\phi)|^2. \tag{4}$$

Write also $\mathbf D_t=\mathbf D+\mathbf d$, where $\mathbf d$ is divergence-free and carries no net flux out of conductor 1. The cross term is $2\int\mathbf d\cdot\mathbf D/\varepsilon=2\int\mathbf d\cdot(-\nabla\phi)$. By (1) with charge zero, it vanishes, and

$$W[\mathbf D_t]-\frac{Q^2}{C}=\int\frac{|\mathbf D_t-\mathbf D|^2}{\varepsilon}. \tag{5}$$

A small field error thus enters the energy in second order. Equality in either bound requires the true field.

## 6. A case with a known answer

Consider a coaxial line with radii 1 and 3, in units of the inner radius, and $\varepsilon=\varepsilon_0(1+r)$. The flux through every circle is $Q/L$, so $D_r=Q/(2\pi rL)$ and

$$V=\frac{Q}{2\pi\varepsilon_0L}\int_1^3\frac{dr}{r(1+r)}=\frac{Q}{2\pi\varepsilon_0L}\left[\ln\frac{r}{1+r}\right]_1^3=\frac{Q}{2\pi\varepsilon_0L}\ln\frac32 .$$

Hence $C/(\varepsilon_0L)=2\pi/\ln(3/2)=15.496$.

Now choose deliberately imperfect fields, in units with $V=1$, $Q/L=1$ and $\varepsilon_0=1$:

$$\phi_t=\frac{3-r}{2}+0.1(r-1)(3-r)\cos\theta,$$

$$D_{t,r}=\frac1{2\pi r}+0.01\,r\cos\theta,\qquad D_{t,\theta}=-0.02\,r\sin\theta .$$

The added displacement has divergence $0.02\cos\theta-0.02\cos\theta=0$, and its flux through a full circle is zero. The bounds are 13.529 and 20.501, on either side of 15.496. Direct integration also tests (4). In these units, and per unit length, the excess of $U$ and the integral on the right of (4), which is twice the energy of the error field, are both 5.004352. For (5) both sides are 0.009383.

Two inadmissible fields show what the conditions do.

- Let $D_r=1/(2\pi r^3)$. It leaves the inner conductor with the correct charge, but its flux falls as $1/r^2$. The supposed lower bound is 57.55, far above the true value.
- Let the potential fall linearly by half the voltage and make up the other half in a jump. If the jump is left out of the energy, the gradient is $1/4$ and the supposed upper bound is
$$2\pi\int_1^3\frac{r(1+r)}{16}\,dr=\frac{\pi}{8}\left(4+\frac{26}{3}\right)=4.974,$$
far below the true value.

## 7. Two consequences for dielectrics

**Raising the permittivity cannot lower $C$.** Let $\varepsilon'\ge\varepsilon$ everywhere, with exact potential $\phi'$ and capacitance $C'$. Since $\phi'$ is also admissible for the old dielectric,

$$C'V^2=\int\varepsilon'|\nabla\phi'|^2\ge\int\varepsilon|\nabla\phi'|^2\ge CV^2 .$$

**A mixed dielectric lies between two averages.** Take plates of area $A$ and separation $d$, with no flux through the side walls. The linear potential has gradient $V/d$, and the uniform displacement is $Q/A$. With angle brackets for volume averages over $Ad$, the bounds become

$$\frac Ad\,\frac{1}{\langle1/\varepsilon\rangle}\le C\le\frac Ad\,\langle\varepsilon\rangle .$$

If $\varepsilon$ varies only parallel to the plates, the linear potential produces a divergence-free $\mathbf D$ and the upper bound is attained. If $\varepsilon$ varies only from plate to plate, the uniform $\mathbf D$ divided by $\varepsilon$ is a gradient and the lower bound is attained. So the pore fraction alone does not fix the capacitance of a porous film; the arrangement of the pores matters too.

## 8. The interconnect: bounds by hand

Signal and grounded lines alternate between two grounded planes. All signal lines are at $V$, and all grounded metal together is conductor 2. The width is $w=2a=20$ nm, the thickness $t=2b=40$ nm, the side gap $s=20$ nm and the vertical gap $h=40$ nm. The relative permittivity is $k_1=2.5$ at line level and $k_2=3.0$ above and below.

Put the origin at the centre of a signal line. By symmetry one quarter suffices: $0<x<w+s$, $0<y<b+h$. The capacitance per signal line is four times that of the quarter.

**Lower bound.** Send flux $q_1$ per unit length uniformly across the side gap and $q_2$ uniformly up to the plane, with none in the corner region. These fields run parallel to the borders of their regions with the corner, so no normal component jumps. With

$$c_1=\varepsilon_0k_1\frac bs,\qquad c_2=\varepsilon_0k_2\frac ah,$$

the side gap contributes $(q_1/b)^2\,bs/(\varepsilon_0k_1)=q_1^2/c_1$ to $W/L$. The top region likewise contributes $q_2^2/c_2$. At fixed $q=q_1+q_2$, the sum is smallest when $q_1/c_1=q_2/c_2$. Then $q_i=qc_i/(c_1+c_2)$ and $W/L=q^2/(c_1+c_2)$, so

$$\frac CL\ge4\varepsilon_0\left(k_1\frac bs+k_2\frac ah\right).$$

The parallel-plate sum is therefore a true lower bound for this structure.

**Upper bound.** Let $u=(x-a)/s$ and $v=(y-b)/h$, each replaced by 0 when negative and by 1 when above 1. The potential $\phi_t=V(1-u)(1-v)$ is continuous and correct on all metal. In the side gap and the top region it is linear and reproduces $c_1$ and $c_2$. Above the grounded line it is zero. The corner region adds, for $V=1$,

$$\varepsilon_0k_2\,sh\int_0^1\!\!\int_0^1\left[\frac{(1-v)^2}{s^2}+\frac{(1-u)^2}{h^2}\right]du\,dv=\frac{\varepsilon_0k_2}{3}\left(\frac hs+\frac sh\right),$$

because each squared factor integrates to $1/3$. Thus

$$\frac CL\le4\varepsilon_0\left[k_1\frac bs+k_2\frac ah+\frac{k_2}{3}\left(\frac hs+\frac sh\right)\right].$$

With $4\varepsilon_0=35.417$ aF/µm, the three terms are

$$35.417\times2.5\times\frac{20}{20}=88.54,\qquad35.417\times3.0\times\frac{10}{40}=26.56,$$

$$35.417\times\frac{3.0}{3}\,(2+0.5)=88.54\ \text{aF/µm}.$$

The hand bounds are 115.10 and 203.65 aF/µm.

## 9. Tightening both sides

A better potential lowers the upper bound. For the lower bound, two dimensions offer a convenient form:

$$\mathbf D_t=\left(-\frac{\partial\psi}{\partial y},\ \frac{\partial\psi}{\partial x}\right),\qquad\nabla\cdot\mathbf D_t=-\frac{\partial^2\psi}{\partial x\,\partial y}+\frac{\partial^2\psi}{\partial y\,\partial x}=0,\qquad|\mathbf D_t|^2=|\nabla\psi|^2 .$$

The flux between two points is the difference of $\psi$. So $\psi$ is constant on each symmetry line: 0 above the signal line and $q$ in the side gap at $y=0$. On the line above the centre of the grounded conductor the constant is left free, because the division of flux between neighbour and plane is not known beforehand.

Let $\phi_t$ and $\psi$ be continuous and bilinear on small rectangles, with material borders on mesh lines. Both are then admissible, and minimizing $U$ and $W$ gives the best bounds each mesh allows.

| mesh (nm) | lower (aF/µm) | upper (aF/µm) |
|---|---|---|
| 2 | 168.84 | 170.44 |
| 1 | 169.32 | 169.97 |
| 0.5 | 169.52 | 169.78 |
| 0.25 | 169.59 | 169.70 |

The last midpoint is 169.65 aF/µm, with a guaranteed error of 0.054 aF/µm, or 0.03% of the midpoint, apart from rounding. The hand bounds lie 32% below and 20% above it.

A separate difference scheme finds the charge from Gauss's law. Its value on the finest mesh, 169.758, lies just above the upper bound. This is to be expected. The charge found by this scheme, divided by $V$, equals $U/V^2$ for a trial potential that is linear on triangles, with each mesh rectangle cut in two. The value is therefore an upper bound as well, only a less tight one. Its last two changes are $-0.399$ and $-0.161$; if further changes shrink by the same ratio, the limit is

$$169.758-\frac{0.161^2}{0.399-0.161}=169.65\ \text{aF/µm},$$

which falls inside the final bracket.

## 10. The model beside real wiring

The dimensions and permittivities are in the rough regime of copper wiring at 40 nm pitch, where total capacitances are roughly 2 pF/cm. The model gives 1.7 pF/cm. Its narrow bracket concerns the idealized geometry; real structures depart from that by much more. With everything else held fixed, a 5 nm capping layer of permittivity 5 above and below the lines raises $C$ by 11.8%. For a cap above only, half of this, about 6%, is an estimate. Sidewalls damaged to a depth of 2 nm, with permittivity 4, add 5.2%. Cutting 2 nm squares from the line corners removes about 3%, and replacing the solid planes by grounded orthogonal wires 20 nm wide, 20 nm apart and 40 nm deep, with grounded metal behind them, removes about 0.7%; more widely spaced wires remove several per cent. Screening inside the metal would lower the side-gap term by about 1.4% in a Thomas–Fermi estimate with a sharp metal edge. That estimate leaves out the spill-out of electrons beyond the edge, which moves the surface charge outward and can reverse the sign, so it indicates only the size of the effect. Real neighbours may also switch independently, which calls for a matrix of capacitances instead of one $C$.

The bounds settle the sign of the sidewall effect without appeal to mesh convergence. On the 0.5 nm mesh, the lower bound with damage is 178.33 aF/µm, above the undamaged upper bound of 169.78 aF/µm.

Linearity depends on the field. At 0.7 V the mean side-gap field is 0.35 MV/cm, and the average over the first 1.4 nm diagonally off a sharp corner is about 0.8 MV/cm. Both averages are below the rough breakdown scale of several MV/cm for low-k films. The local field is higher: at an ideally sharp corner it grows without limit, and in a real line it depends on how the corner is rounded. That comparison does not settle slow wear-out under long bias.

The proof for $Q/V$ fails if the dielectric holds fixed charge, because (1) then gains a volume term. If that charge does not change with the voltage, superposition shows that it only adds a constant to $Q$, so the slope $dQ/dV$ equals the charge-free $C$ and still obeys the bounds. The proof also fails where $\varepsilon$ is negative, because the square root in section 4 is no longer real. For a nonlinear dielectric, $U$ and $W$ cannot be used with one permittivity fixed in advance. If $\mathbf D$ is parallel to $\mathbf E$ and the ratio $D/E$ is known to stay between two positive limits, the comparison in section 7 still bounds $Q/V$: use the lower limit as $\varepsilon$ in $W$ and the upper limit in $U$. The computed values in this section are rounded from the numerical output below; the typical wiring capacitance and the breakdown scale are rough outside figures.

## Numbers as computed

```
COAXIAL LINE, radii 1 and 3, eps/eps0 = 1 + r; C/(eps0 L):
 exact 15.49624, lower 13.52906, upper 20.50059
 pairing integral / (QV) = 1.0000000000
 potential: excess 5.004352, error energy 5.004352
 displacement: excess 0.009383, error energy 0.009383
 false 'lower bound', flux not conserved: 57.5548
 false 'upper bound', potential with a jump: 4.9742
INTERCONNECT, rough copper wiring regime at 40 nm pitch
 width 20, thickness 40, side gap 20, vertical gap 40 nm
 k at line level 2.5, k above and below 3.0
 eps0 = 8.8542 aF/um
 side-gap term 88.54 aF/um, vertical term 26.56 aF/um
 corner term of the upper bound 88.54 aF/um
 flux share to planes in hand trial 0.2308
 hand bounds: 115.10 to 203.65 aF/um
 mesh (nm): lower, upper, Gauss-law value (aF/um)
  2.00: 168.835, 170.437, 171.310
  1.00: 169.319, 169.970, 170.318
  0.50: 169.515, 169.779, 169.919
  0.25: 169.594, 169.702, 169.758
 extrapolated Gauss-law value 169.649 aF/um
 final bracket midpoint 169.648 aF/um = 1.6965 pF/cm
 guaranteed error of midpoint 0.054 aF/um = 0.032 %
 last mesh halving: lower +0.079, upper -0.078 aF/um
 hand bounds off midpoint: -32.2 %, +20.0 %
NEGLECTED EFFECTS, change of C:
 2 nm damaged sidewalls, k = 4: +5.17 %
  damaged lower 178.33 > undamaged upper 169.78 aF/um
 5 nm cap, k = 5, above and below: +11.84 %
  above only, estimated as half: +5.92 %
 corners cut by 2 nm squares: -3.05 %
 orthogonal wires for planes: effective gap 41.84 nm, -0.66 %
 metal screening length 0.0553 nm (n = 8.5e+28 m^-3)
  effect on the side-gap term: -1.36 %
 at 0.7 V: mean side-gap field 0.350 MV/cm
  mean over first 1.41 nm off a sharp corner: 0.800 MV/cm
```
